# Why Strong Nonlinearity Alone Cannot Make One Macrospin Chaotic

**Q.** My spin-torque oscillator is modelled as one macrospin with constant current and field. Its frequency depends strongly on its amplitude: the slope of angular frequency with $m_z$ is some fifty times the rate at which the amplitude relaxes. With nonlinearity that strong, I expect chaos once the current is large enough.

**A.** Before asking how strong the nonlinearity is, count the variables. Let $\mathbf m$ be the unit magnetization and take

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}-\gamma a\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).$$

Here $\gamma>0$, $\alpha$ is the damping, and $a$ is the spin torque in tesla. Since $-\mathbf m\times(\mathbf m\times\hat{\mathbf z})=\hat{\mathbf z}-m_z\mathbf m$, positive $a$ pushes $\mathbf m$ toward the polarizer direction $\hat{\mathbf z}$. For charge current density $J$, spin efficiency $\eta$, magnetization $M_s$ and thickness $d$, $a=\hbar\eta J/(2eM_sd)$.

The velocity appears on both sides. Call the terms without it

$$\mathbf T=-\gamma\,\mathbf m\times(\mathbf B+a\,\mathbf m\times\hat{\mathbf z}),$$

so that $\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m}$. Every term is perpendicular to $\mathbf m$, hence $\mathbf m\cdot\dot{\mathbf m}=0$ and $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$. Taking $\mathbf m\times$ of the equation gives $\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf T-\alpha\dot{\mathbf m}$. Substituting this back,

$$\dot{\mathbf m}=\frac{\mathbf T+\alpha\,\mathbf m\times\mathbf T}{1+\alpha^2}.$$

With constant current and field, the right side is a smooth function of the present $\mathbf m$ and nothing else. The state is a point on a sphere, and one velocity arrow is attached to each point. Two orbits therefore cannot cross, and an orbit cannot cross itself.

**Q.** A bounded surface still leaves room for a very tangled orbit. Why could it not wander for ever without repeating?

**A.** By chaos I mean sensitive dependence on a compact invariant set that is the limit set of one of its own non-periodic orbits. That orbit must come back arbitrarily close to its starting point $q$ at arbitrarily late times; such a point is called recurrent. I shall show that on the sphere a recurrent point is either an equilibrium or on a closed orbit.

Suppose $q$ is recurrent and not an equilibrium. The velocity at $q$ is nonzero, so by continuity a short arc can be drawn through $q$ that the flow crosses everywhere in the same sense. Any orbit passing close enough to $q$ crosses this arc near $q$. The orbit of $q$ must therefore cross the arc again; let $q_1$ be its next crossing. If $q_1=q$, the orbit is closed.

If $q_1\neq q$, join the piece of orbit from $q$ to $q_1$ to the segment of arc between them. The result is a closed curve that does not intersect itself, and such a curve divides the sphere into two regions. The flow crosses the segment from one region, $L$, into the other, $R$. After $q_1$ the orbit is in $R$. It cannot leave through the orbit piece, because orbits do not cross, nor through the segment, because the flow there runs from $L$ to $R$.

The part of the arc beyond $q$ lies in $L$, since the orbit reaches $q$ from that side; the part beyond $q_1$ lies in $R$. All later crossings must therefore lie beyond $q_1$, and the orbit can never again cross the arc near $q$. This contradicts recurrence, so the orbit is closed.

Repeating the argument from each crossing shows that successive crossings move along the arc in one direction. No step used weak nonlinearity, small damping or small current.

**Q.** Can this trapping be seen in a magnet, with my large nonlinearity present?

**A.** Take a thin free layer with easy axis $x$ and hard axis $z$:

$$\mathbf B=(B_km_x,\,0,\,-B_dm_z).$$

I choose an elliptical layer of $100\times70\times3$ nm, with $M_s=800$ kA/m, $B_d=1005$ mT, $B_k=20$ mT, $\alpha=0.02$ and $\eta=0.4$. One millitesla of torque then needs $1.82$ MA/cm², so $a=5$ mT needs $9.1$ MA/cm².

Use the arc $m_y=0$, $m_x>0$. On it $\mathbf m\times\hat{\mathbf z}=(0,-m_x,0)$, so the total field in $\mathbf T$ is $(B_km_x,-am_x,-B_dm_z)$. The cross product gives

$$T_x=-\gamma a m_xm_z,\quad T_y=-\gamma(B_d+B_k)m_xm_z,\quad T_z=\gamma a m_x^2.$$

The damping correction needs $(\mathbf m\times\mathbf T)_y=m_zT_x-m_xT_z=-\gamma a m_x(m_z^2+m_x^2)=-\gamma a m_x$. Hence

$$\dot m_y=-\frac{\gamma m_x}{1+\alpha^2}\left[(B_d+B_k)m_z+\alpha a\right].$$

For positive $a$ and $m_z$ this is negative all along the arc, as the argument requires.

Started at $m_z=0.800$, the orbit crosses at $0.800,\,0.767,\,0.730,\,0.690,\ldots$ and has reached $0.264$ after 3 ns. Started at $0.180$, it crosses at $0.180,\,0.221,\,0.240,\,0.250,\ldots$ and also reaches $0.264$. Both sequences were tested to be monotonic. They close in on one limit cycle from its two sides.

**Q.** How nonlinear is that limit cycle? Perhaps you have chosen a tame case.

**A.** It has the ratio you quoted. First set $B_k=0$, which makes the layer axially symmetric, and write $\phi$ for the azimuth. The $z$ and azimuthal components of the original equation are

$$\dot m_z=(1-m_z^2)(\gamma a+\alpha\dot\phi),\qquad \dot\phi=-\gamma B_dm_z-\frac{\alpha\dot m_z}{1-m_z^2}.$$

Insert the second into the first and collect $\dot m_z$:

$$(1+\alpha^2)\dot m_z=\gamma(1-m_z^2)(a-\alpha B_dm_z).$$

The steady value is $m_*=a/(\alpha B_d)=5/(0.02\times1005)=0.249$. For a small displacement $\delta$ from it, the bracket becomes $-\alpha B_d\delta$, so the relaxation rate is $\alpha\gamma B_d(1-m_*^2)$, apart from the factor $1/(1+\alpha^2)$, which differs from one by $0.04\%$. This gives $3.32$ ns⁻¹. With $B_k=20$ mT, a fit to the crossings of the approaching orbit gives $3.32$ ns⁻¹; the slope of the return map at the cycle itself gives $3.35$ ns⁻¹, about $1\%$ above the symmetric value.

The angular frequency changes with $m_z$ at the rate $\gamma B_d$. Divided by the relaxation rate, that is about $1/[\alpha(1-m_*^2)]$, or 53 here. A large value means that a small change of amplitude shifts the phase a great deal before it decays. Yet the amplitude does decay, and the orbit remains a closed curve.

**Q.** Does the in-plane anisotropy not spoil this simple rotation?

**A.** It modulates the rotation without making it aperiodic. With $B_k$ restored, the $z$ component gains $\gamma B_km_xm_y$. Since $m_xm_y=(1-m_z^2)\sin\phi\cos\phi$, division by $1-m_z^2$ gives

$$\frac{d}{dt}\,\mathrm{artanh}\,m_z=\tfrac12\gamma B_k\sin2\phi+\alpha\dot\phi+\gamma a.$$

The average of the left side over a closed orbit is zero. Therefore

$$\langle\dot\phi\rangle=-\frac{\gamma}{\alpha}\left(a+\tfrac12B_k\langle\sin2\phi\rangle\right).$$

If the last average is small, the frequency is $f\simeq\gamma a/(2\pi\alpha)$. At 5 mT this is $7.01$ GHz. Over the last five turns of the run started at $m_z=0.800$, the full equation gives $6.985$ GHz, lower by $0.3\%$. On the limit cycle itself the frequency is $6.978$ GHz, lower by $0.4\%$, as the exact relation requires with $\langle\sin2\phi\rangle=-0.002$. The run is still approaching the cycle from above, which raises its value by about $0.008$ GHz.

The same current also permits a state at rest. For $m_z=0$ the field in $\mathbf T$ is $(B_k\cos\phi+a\sin\phi,\,-a\cos\phi,\,0)$. Its cross product with $\mathbf m$ has one component, along $z$, which vanishes when

$$-a-\tfrac12B_k\sin2\phi=0,\qquad \sin2\phi=-\frac{2a}{B_k}.$$

At 5 mT one solution is $\phi=-15^\circ$. In-plane equilibria exist up to $a=B_k/2=10$ mT. Nonlinearity thus supplies a rest state and an oscillation at the same current.

**Q.** Then the starting state can decide where the magnet ends. Is that not sensitive dependence?

**A.** It is sensitivity at a boundary between basins. Two starts on opposite sides of the boundary part company, but each then settles, and later small disturbances are not amplified for ever. An unstable equilibrium likewise repels its neighbours exponentially without being chaotic. A long irregular-looking transient is also allowed.

The usual numerical measure is the largest Lyapunov exponent, the mean exponential growth rate of an infinitesimal displacement. On a stable limit cycle it is zero, because a displacement along the orbit neither grows nor decays on average. I computed it over 25 ns, after discarding 10 ns. For constant torques from 2 to 24 mT, the largest value in 92 runs was $0.0002$ ns⁻¹. In 80 further runs the field components were drawn within $\pm50$ mT, the torque within $\pm20$ mT and $B_k$ between 0 and 100 mT; the largest value was $0.0003$ ns⁻¹. These are zero to the accuracy of a finite run. The proof covers the cases not sampled.

**Q.** Suppose I add an alternating current. The magnetization still lives on the same sphere.

**A.** The magnetization does, but it is no longer the whole state. With $a(t)=a_1\cos\Omega t$, the velocity also depends on the drive phase $\psi=\Omega t$, which obeys $\dot\psi=\Omega$. The state space is now sphere times circle, with three dimensions, where a closed curve does not separate one region from another. Seen on the sphere alone, the orbit may cross its earlier path, because it returns at a different phase and has a different velocity.

For small $m_z$ the mechanics is familiar. The precession term gives

$$\dot\phi\simeq-\gamma(B_d+B_k\cos^2\phi)m_z\simeq-\gamma B_\perp m_z,\qquad B_\perp=B_d+B_k.$$

The last replacement changes the coefficient by at most about $B_k/B_d=2\%$, and I have dropped the damping term $\alpha\dot m_z$. Differentiate, and use the $z$ equation with $1-m_z^2\simeq1$:

$$\ddot\phi=-\gamma B_\perp\left(\tfrac12\gamma B_k\sin2\phi+\alpha\dot\phi+\gamma a\right).$$

Multiplying by two and setting $\theta=2\phi$,

$$\ddot\theta+\alpha\gamma B_\perp\dot\theta+\gamma^2B_\perp B_k\sin\theta=-2\gamma^2B_\perp a(t).$$

This is a damped pendulum under a torque. It also shows that the rest state found above is stable at this order: there $\cos\theta>0$, so the restoring force is positive. For a drive of 3 mT at $2.6$ GHz, starting at rest on the easy axis, the pendulum's $\phi$ stays within $0.5\%$ of the largest swing during the first 0.5 ns. Small free oscillations have a frequency of $4.0$ GHz.

**Q.** A driven pendulum can be chaotic. Does the full macrospin follow it there?

**A.** The full equation does become chaotic, with no small-$m_z$ assumption. I kept the frequency at $2.6$ GHz, removed the constant current, and scanned $a_1$ from 2 to 24 mT in steps of 0.5 mT, with four starts at each value. The mean exponents at some amplitudes were:

| $a_1$ (mT) | exponent (ns⁻¹) |
|---:|---:|
| 4 | −1.8 |
| 8 | 1.3 |
| 12 | 3.9 |
| 16 | −1.1 |
| 20 | 0.2 |
| 24 | 4.3 |

A negative value means that neighbours driven at the same phase converge. It can be negative here because the displacement is taken at fixed drive phase. Of 45 amplitudes, 25 had a mean above $0.3$ ns⁻¹, the lowest at 5.5 mT; the count changes by one or two with other starts or a later time window. That is not a sharp threshold: at 5 mT a minority of starts still had a positive exponent between 30 and 60 ns. The sequence is not monotonic: at 12 mT the exponent is positive, while at 16 mT most starts reach about $-1.7$ ns⁻¹. Some starts at 16 mT keep a large positive exponent for tens of nanoseconds, so the tabulated mean there depends on the starts chosen. These are finite-time values, and the small ones need care. In runs continued to 60 ns, most starts at 20 mT reached a negative exponent, so the small positive mean there reflects long irregular transients. At 8 mT most starts settled near $0.5$ ns⁻¹, while a few kept a larger exponent for tens of nanoseconds; the tabulated mean is therefore not a long-time value.

At $a_1=21.5$ mT, I followed 80 slightly displaced copies. Over 25 ns, which is 65 drive periods, all kept a clearly positive exponent, with mean $4.5$ ns⁻¹. As a separate test, I let pairs of real trajectories start about $10^{-10}$ apart. They separated at $4.3$ ns⁻¹, about $4\%$ below the first value. An error grows tenfold in

$$\frac{\ln10}{4.53\ \text{ns}^{-1}}=0.51\ \text{ns},$$

or about 1.3 drive periods. This is strong finite-time evidence of chaos, not a proof of it.

**Q.** What happened to the crossings of your arc?

**A.** They begin $0.266,\,0.185,\,0.081,\,0.087,\,0.150,\,0.213,\,0.124$. Among 22 crossings, the direction of motion along the arc reverses 11 times. The arc is still crossed in one sense: the earlier formula requires $m_z>\alpha|a|/(B_d+B_k)$, at most $0.02\times21.5/1025=0.0004$, and the crossings counted have $m_z>0.01$. What has failed is the trap. Its wall was an orbit piece, and at another drive phase the flow can pass through that wall.

Reversals alone would not establish chaos, since a regular motion with two frequencies could show them too. The positive exponent is the evidence for chaos.

**Q.** So periodic driving is enough?

**A.** It permits chaos but does not ensure it; the negative exponents above already show that. There is also a case in which the drive phase can be removed altogether. Let the layer be axially symmetric, $B_k=0$, with constant current and an in-plane field rotating at angular velocity $\Omega$ about $z$. In the frame turning with the field, write the velocity as $\mathbf m'$. Then

$$\dot{\mathbf m}=\mathbf m'+\Omega\,\hat{\mathbf z}\times\mathbf m=\mathbf m'-\Omega\,\mathbf m\times\hat{\mathbf z}.$$

Put this into both sides of the original equation:

$$\begin{aligned}\mathbf m'-\Omega\,\mathbf m\times\hat{\mathbf z}={}&-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\mathbf m'\\&-(\alpha\Omega+\gamma a)\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).\end{aligned}$$

Moving the $\Omega$ term to the right gives an equation of the original form, with

$$B_z\to B_z-\frac{\Omega}{\gamma},\qquad a\to a+\frac{\alpha\Omega}{\gamma}.$$

In that frame the field is constant, so the theorem applies again. A closed orbit there becomes a motion with at most two basic frequencies in the laboratory. With $a=5$ mT and a field of 2 to 24 mT rotating at $2.6$ GHz, the largest exponent in 92 runs was $0.0003$ ns⁻¹. The argument needs the axial symmetry: an in-plane easy axis fixed in the laboratory would rotate in the new frame and bring the time dependence back.

**Q.** Could I have chaos with constant current after all, if the neighbouring magnetic layer is allowed to move?

**A.** Yes. Two moving layers have a four-dimensional state space, and the separation argument is lost even though nothing external varies in time. Let layer 1 be the 3 nm layer, now without spin torque. Let layer 2 be 12 nm thick, have no in-plane anisotropy, and carry constant current from its own perpendicular polarizer. The spacer is assumed to destroy the spin polarization but to pass the stray field. Model that field on layer 1 as

$$\mathbf B_{1}=b_1(-m_{2x},\,-m_{2y},\,2m_{2z}),$$

with the same form on layer 2. Both fields come from one interaction energy, so moment times field strength must agree. For equal area and $M_s$ this means $b_1d_1=b_2d_2$: a field $b_1=20$ mT comes with $b_2=5$ mT.

With a torque of 4 mT on layer 2, which needs $29$ MA/cm² because of its thickness, 80 copies followed for 25 ns all remained chaotic, with mean exponent $3.9$ ns⁻¹. This shows what the two-layer model can do; it is not a prediction for a pillar of these dimensions. Both layers were given the infinite-film value $B_d=1005$ mT. Equal-area discs 3 and 12 nm thick have about 860 and 615 mT, and with those values the same torque and coupling gave a zero exponent from all eight starts tried. A stray field of 20 mT also implies a spacer about 30 nm thick. Layer 2 alone would rotate at $\gamma a/(2\pi\alpha)=5.6$ GHz. It acts on layer 1 somewhat like a drive, but layer 1 acts back on it. With the coupling set to zero and the torque scanned from 1 to 6 mT, the largest exponent was zero to four decimals. Each layer then has its own autonomous flow on its own sphere. If layer 2 were held fixed, its stray field would be constant and layer 1 would again be covered by the theorem.

**Q.** How far may I carry this over to a real nanopillar?

**A.** The dimensions, damping and in-plane anisotropy are round values, roughly typical of metallic spin valves with an in-plane free layer. The hard-axis field $B_d=\mu_0M_s$ is that of an infinite film, about 17% above the value for a 3 nm disc of this area. That shift moves the chaotic windows of the alternating-current scan. With $B_d=860$ mT, two starts per amplitude and exponents taken between 30 and 60 ns, 19 of the 45 amplitudes still exceed $0.3$ ns⁻¹ and 24 mT gives about $4$ ns⁻¹, but 21.5 mT gives $-1.5$ ns⁻¹ and 12 mT about zero. The table and the 21.5 mT example therefore describe the infinite-film model, not particular drive levels of such a pillar. The peak current density in the alternating-current case is $39$ MA/cm², high for continuous operation and far above what a tunnel junction is usually asked to carry. At 300 K the energy barrier $\tfrac12M_sB_kV$, with $V$ the layer volume, is $32\,k_BT$. The thermal in-plane angle at rest is $\sqrt{k_BT/(M_sB_kV)}=0.125$ rad, so an irregular signal may be noise rather than deterministic chaos. The Oersted field at the pillar edge reaches about 10 mT, half of $B_k$. The assumption most at risk is uniform magnetization: a disc estimate with a round exchange stiffness of 13 pJ/m puts the lowest nonuniform mode of the layer at rest near $8.4$ GHz, and the long axis of the ellipse lowers this to about $7.4$ GHz. Both estimates leave out the mode's own dipolar field. The mode shifts when the layer precesses, but this is close enough to the 7.0 GHz oscillation that its excitation cannot be ruled out. If that mode is excited, it adds variables and the theorem no longer protects the device. The exponents could then change by their own size; this model gives no bound on the change.

**Q.** Then if I did find deterministic chaos at constant current, what should I conclude?

**A.** That a premise of the single-macrospin model has failed. Look for another moving layer, a nonuniform mode, delayed feedback, or a circuit or temperature variable with its own dynamics. Magnetic inertia would also enlarge the state space. Letting the spin efficiency depend smoothly on the present $\mathbf m$, or adding a smooth field-like torque, would not: the velocity would still be one arrow at each point of the sphere. The numerical output below gives further digits for the main runs.

## Numbers as computed

```
Free layer: 100 x 70 x 3 nm, Ms = 800 kA/m, damping = 0.02, efficiency = 0.4
Demagnetizing field BD = 1005 mT, anisotropy BK = 20 mT
Small-oscillation frequency = 4.00 GHz
Current density per mT of torque, 3 nm layer = 1.82 MA/cm2
Largest torque with in-plane equilibrium BK/2 = 10.0 mT
-- constant current, torque 5 mT
Current density = 9.12 MA/cm2
In-plane equilibrium angle = -15.0 deg
Running frequency: computed 6.985 GHz, formula 7.006 GHz
Amplitude relaxation: computed 3.32 /ns, formula 3.32 /ns
Frequency slope over relaxation, G BD / rate = 53.4
Arc crossings mz from above: 0.8000 0.7669 0.7301 0.6898 0.6463 0.6005 0.5533 0.5062
Arc crossings mz from below: 0.1800 0.2210 0.2398 0.2499 0.2557 0.2591 0.2611 0.2624
Last crossings: above 0.26445, below 0.26439
-- largest exponents without chaos (finite-time values)
Constant current 2 to 24 mT, 92 runs: 0.0002 /ns
Random constant fields and currents, 80 runs: 0.0003 /ns
Circular drive, axial symmetry, 92 runs: 0.0003 /ns
-- alternating current at 2.6 GHz
Pendulum reduction, 3 mT drive, 0.5 ns: error 0.5 % of swing
Amplitudes with mean exponent above 0.3 /ns: 25 of 45
Lowest such amplitude = 5.5 mT
  amplitude  4 mT: mean exponent -1.831 /ns
  amplitude  8 mT: mean exponent 1.275 /ns
  amplitude 12 mT: mean exponent 3.946 /ns
  amplitude 16 mT: mean exponent -1.118 /ns
  amplitude 20 mT: mean exponent 0.244 /ns
  amplitude 24 mT: mean exponent 4.344 /ns
Chosen amplitude = 21.5 mT, peak current density = 39.2 MA/cm2
Exponent, 80 copies over 25 ns = 4.528 /ns
Copies still chaotic = 100 %
Exponent from separating neighbours = 4.335 /ns
Time for tenfold growth of an error = 0.51 ns
Arc crossings mz, chaotic: 0.266 0.185 0.081 0.087 0.150 0.213 0.124 0.162
Reversals of direction among 22 crossings = 11
-- two layers (3 nm and 12 nm), constant current
Largest exponent without coupling = 0.0000 /ns
Chosen stray field: on layer 1 20.0 mT, on layer 2 5.0 mT
Torque on layer 2 = 4.00 mT, current density = 29.2 MA/cm2
Exponent, 80 copies over 25 ns = 3.918 /ns
Copies still chaotic = 100 %
-- neglected effects
Energy barrier at 300 K = 31.9 kT, thermal in-plane angle = 0.125 rad
Oersted field at the edge, chosen alternating current = 10.3 mT
Lowest nonuniform mode: exchange field 63 mT, frequency 8.4 GHz
```
